# Intensity and Height Ratios of the Mollow Triplet, part 2

A two-level emitter with ground state $|g\rangle$ and excited state $|e\rangle$ is driven on resonance by a laser of frequency $\omega_L$. The Rabi frequency is $\Omega$, and the only damping is spontaneous emission, at rate $\Gamma$. We compare the central line of the emitted triplet with one sideband, in area and in height. Frequency $\nu$ is measured from the laser.

Let $\sigma=|g\rangle\langle e|$, $\sigma_z=|e\rangle\langle e|-|g\rangle\langle g|$, $X=\sigma+\sigma^\dagger$ and $Y=i(\sigma-\sigma^\dagger)$. The means of $X$ and $Y$ are damped at $\Gamma/2$, that of $\sigma_z$ at $\Gamma$, and the drive rotates $Y$ and $\sigma_z$ into each other. Correlations obey the same equations. With $D=\Gamma^2+2\Omega^2$, the excited population is $p=\Omega^2/D$ and $y=\langle Y\rangle=2\Omega\Gamma/D$. The elastic line at $\nu=0$ has weight $y^2/4$ and is not counted in the incoherent spectrum

$$S(\nu)=\frac1\pi\,{\rm Re}\int_0^\infty e^{i\nu\tau}C(\tau)\,d\tau,\qquad C=\tfrac12(C_X+u).$$

Here $C_X=p\,e^{-\Gamma\tau/2}$, while $u$ and $v$ (from $Y$ and $\sigma_z$) obey

$$\dot u=-\frac\Gamma2u-\Omega v,\qquad \dot v=\Omega u-\Gamma v,$$

with $u(0)=a=\Omega^2(2\Omega^2-\Gamma^2)/D^2$ and $v(0)=-py$. The result is

$$S(\nu)=\frac{p}{2\pi}\frac{\Gamma/2}{(\Gamma/2)^2+\nu^2}+\frac{1}{4\pi}\frac{ah-b\delta_+}{h^2+\delta_+^2}+\frac{1}{4\pi}\frac{ah+b\delta_-}{h^2+\delta_-^2},$$

where $h=3\Gamma/4$, $\delta_\pm=\nu\mp\Omega'$, $\Omega'=\sqrt{\Omega^2-\Gamma^2/16}$ and $b=(\Gamma a/4+\Omega py)/\Omega'$.

The areas (weights) are $p/2$ for the centre and $a/4$ for the Lorentzian part of each sideband; their ratio tends to 2 for $\Omega\gg\Gamma$. The peak heights tend to

$$S_{\rm centre}\to\frac{1}{2\pi\Gamma},\qquad S_{\rm side}\to\frac{1}{6\pi\Gamma},\qquad \frac{S_{\rm centre}}{S_{\rm side}}\to3 .$$

To find the leading corrections to these heights, let $\epsilon=\Gamma/\Omega$ be small:

$$p\simeq\tfrac12\left(1-\tfrac12\epsilon^2\right),\qquad a\simeq\tfrac12\left(1-\tfrac32\epsilon^2\right),\qquad y\simeq\epsilon,\qquad b\simeq\tfrac58\epsilon .$$

Two tests in the final numerical output belong to earlier work. The "sensor" is a second two-level system used as a tunable detector to check the spectrum. The "window intensity ratio" compares the light in $|\nu|<100\,\Gamma$ with that between $100\,\Gamma$ and $300\,\Gamma$.

**Centre.** At $\nu=0$ we need $U=\int_0^\infty u\,d\tau$ and $V=\int_0^\infty v\,d\tau$. Integrating the two equations of motion from zero to infinity gives $-a=-\Gamma U/2-\Omega V$ and $py=\Omega U-\Gamma V$. Eliminating $V$,

$$U=\frac{\Gamma a+\Omega py}{\Omega^2+\Gamma^2/2}\simeq\frac{\Gamma}{\Omega^2}.$$

The central Lorentzian contributes $p/(\pi\Gamma)$ to the height and the sidebands contribute $U/(2\pi)$, so

$$S(0)\simeq\frac{1}{2\pi\Gamma}\left(1-\tfrac12\epsilon^2+\epsilon^2\right)=\frac{1}{2\pi\Gamma}\left(1+\tfrac12\epsilon^2\right).$$

**Sideband.** In the upper sideband put $\delta_+=-h\tan\varphi$. Its own contribution becomes

$$\frac{(a+b\tan\varphi)\cos^2\varphi}{4\pi h}=\frac{a+a\cos2\varphi+b\sin2\varphi}{8\pi h}.$$

The maximum is $(a+\sqrt{a^2+b^2})/(8\pi h)$, reached at $\tan2\varphi=b/a\simeq5\epsilon/4$. Expanding the root gives $(a/4\pi h)(1+b^2/4a^2)$. With the values above this is

$$\frac{1}{6\pi\Gamma}\left(1-\tfrac32\epsilon^2+\tfrac{25}{64}\epsilon^2\right).$$

Two backgrounds are added. The tail of the central line at $\nu\simeq\Omega$ is $\Gamma/(8\pi\Omega^2)$, which is $\tfrac34\epsilon^2$ of $1/(6\pi\Gamma)$. For the opposite sideband $\delta_-\simeq2\Omega$, and its tail is

$$\frac{1}{4\pi}\,\frac{3\Gamma/8+(5\epsilon/8)(2\Omega)}{4\Omega^2}=\frac{13\,\Gamma}{128\pi\Omega^2},$$

which is $\tfrac{39}{64}\epsilon^2$ of the same unit. The sum of all corrections is $-\tfrac32+\tfrac{25}{64}+\tfrac34+\tfrac{39}{64}=\tfrac14$. Hence

$$S_{\rm side}\simeq\frac{1}{6\pi\Gamma}\left(1+\tfrac14\epsilon^2\right),\qquad
\frac{S_{\rm centre}}{S_{\rm side}}\simeq3\left(1+\frac{\Gamma^2}{4\Omega^2}\right).$$

**Position.** The maximum sits at $\delta_+\simeq-h\,b/(2a)=-\tfrac34\Gamma\cdot\tfrac58\epsilon=-\tfrac{15}{32}\Gamma\epsilon$. Since $\Omega'\simeq\Omega-\Gamma\epsilon/32$, the two shifts add to

$$\nu_{\rm max}\simeq\Omega-\frac{\Gamma^2}{2\Omega}.$$

The slopes of the backgrounds move the maximum in a higher order, $\Gamma\epsilon^3$. At $\Omega=50\,\Gamma$ a numerical search for the maxima gave 0.249 for the coefficient $1/4$ and 0.500 for the coefficient $1/2$.

The full spectrum gives these ratios:

| $\Omega/\Gamma$ | area ratio | height ratio |
|---:|---:|---:|
| 3 | 2.235 | 3.015 |
| 5 | 2.082 | 3.021 |
| 10 | 2.020 | 3.007 |
| 50 | 2.001 | 3.000 |

The height ratio does not fall steadily: it is slightly smaller at 3 than at 5. The leading correction would give 3.083 at $\Omega=3\Gamma$, so higher orders matter there.

## Where the factors come from

The eigenstates of emitter plus drive are the dressed states. We allow a detuning $\Delta$ of the transition above the laser, so $H/\hbar=\Delta\,\sigma^\dagger\sigma+\Omega(\sigma+\sigma^\dagger)/2$, and write

$$|+\rangle=c|e\rangle+s|g\rangle,\qquad |-\rangle=-s|e\rangle+c|g\rangle,\qquad 2sc=\frac{\Omega}{R},\quad c^2-s^2=\frac{\Delta}{R},\quad R=\sqrt{\Omega^2+\Delta^2}.$$

The off-diagonal element of $H/\hbar$ is $-\Delta sc+\Omega(c^2-s^2)/2=0$, as required. The splitting is $R$. A photon is emitted with amplitude $\langle j|\sigma|i\rangle=\langle j|g\rangle\langle e|i\rangle$, which gives

$$+\!\to\!+:\ sc,\qquad -\!\to\!-:\ -sc,\qquad +\!\to\!-:\ c^2,\qquad -\!\to\!+:\ -s^2 .$$

On resonance $c^2=s^2=1/2$, and all four decays have rate $\Gamma/4$. Two leave the dressed state unchanged and emit at the laser frequency. One feeds each sideband. This is the factor 2.

The widths follow from the same four decays when $\Omega\gg\Gamma$. The central line comes from fluctuations of the population difference $X=|+\rangle\langle+|-|-\rangle\langle-|$. Flips in both directions at $\Gamma/4$ make it relax at $\Gamma/4+\Gamma/4=\Gamma/2$. The sidebands come from the coherence between the dressed states. It loses $\Gamma/4$ because either state can be left at that rate. In addition, each central photon reverses its sign, since the two amplitudes are $+1/2$ and $-1/2$. Reversals at rate $\Gamma/4$ cause decay at $2\times\Gamma/4=\Gamma/2$. The total is $3\Gamma/4$.

## Detuning

For $R\gg\Gamma$ the populations $P_\pm$ balance when $P_+c^4=P_-s^4$, so $P_+=s^4/(c^4+s^4)$ and $P_-=c^4/(c^4+s^4)$. Each sideband has weight $P_+c^4=s^4c^4/(c^4+s^4)$. The central emission has total weight $s^2c^2$, of which $s^2c^2(P_+-P_-)^2$ is elastic. Because $1-(P_+-P_-)^2=4P_+P_-$, the incoherent rest is $4s^6c^6/(c^4+s^4)^2$. The ratio is

$$\frac{4s^2c^2}{c^4+s^4}=\frac{\Omega^2/R^2}{1-\Omega^2/(2R^2)}=\frac{2}{1+2\Delta^2/\Omega^2}.$$

At $\Delta=\Omega/2$ this is $4/3$. The numerical line weights at $\Omega=200\,\Gamma$ give 1.3334. A small detuning enters in second order.

## Dephasing and finite resolution

Suppose noise in the transition frequency, with a correlation time short compared with $1/\Omega$, adds a rate $\gamma^*$ to the decay of the dipole, while the population is untouched. If the noise at later times is independent of the past, correlations still obey the equations of the means. $X$ now decays at $\Gamma/2+\gamma^*$. The damping of the rotating pair $Y,\sigma_z$ is the average of $\Gamma/2+\gamma^*$ and $\Gamma$, which is $3\Gamma/4+\gamma^*/2$. For $\Omega\gg\Gamma,\gamma^*$ the areas keep their limits, so

$$\frac{S_{\rm centre}}{S_{\rm side}}=2\,\frac{3\Gamma/4+\gamma^*/2}{\Gamma/2+\gamma^*}=\frac{3\Gamma+2\gamma^*}{\Gamma+2\gamma^*}.$$

A dephasing rate of $\Gamma/2$ lowers the ratio from 3 to 2. The area ratio of 2 survives and the height ratio does not.

A spectrometer with a Lorentzian response of full width $\kappa$ multiplies the correlation by $e^{-\kappa\tau/2}$ and adds $\kappa/2$ to each half-width. Without dephasing the strong-drive ratio becomes

$$2\,\frac{3\Gamma/4+\kappa/2}{\Gamma/2+\kappa/2}=\frac{3\Gamma+2\kappa}{\Gamma+\kappa}.$$

The elastic line also acquires a width, and adds a height $(y^2/4)/(\pi\kappa/2)$ at the centre.

## Phonons

In a solid the excited state couples to lattice vibrations through $\hbar\sigma^\dagger\sigma\sum_kg_k(d_k+d_k^\dagger)$, with spectral density $J(\omega)=\sum_kg_k^2\delta(\omega-\omega_k)$. On resonance $\sigma^\dagger\sigma$ has a matrix element of magnitude $1/2$ between the dressed states. The golden rule gives a downward flip rate $2\pi\cdot\tfrac14J(\Omega)(n+1)$ and an upward rate with $n$ in place of $n+1$, where $n$ is the thermal phonon number at $\Omega$. Their sum is

$$r=\frac\pi2J(\Omega)(2n+1)=\frac\pi2J(\Omega)\coth\frac{\hbar\Omega}{2k_BT}.$$

The population difference relaxes faster by $r$ and the coherence by $r/2$, so $r$ acts on the widths just as $\gamma^*$ does. The factor $\pi/2$ was tested at zero temperature with 400 discrete modes up to $2\Omega$ and $J=10^{-3}\omega^3/\Omega^2$. The computed decay rate was 0.987 of the golden-rule value. This number does not change with 600 modes, but it depends on the bath: it is 0.993 at half the coupling and 0.964 with the band extended to $3\Omega$. The test fixes the factor to within a few percent.

Phonons also take light out of the triplet. Exciting the emitter shifts each oscillator by $g_k/\omega_k$, so the dipole carries a factor $\exp[(g_k/\omega_k)(d_k^\dagger-d_k)]$. The exponent is Gaussian in thermal equilibrium, with mean square $-(g_k/\omega_k)^2(2n_k+1)$, and the mean of the factor is $\exp[-\tfrac12(g_k/\omega_k)^2(2n_k+1)]$. When the vibrations lose memory much faster than the emitter evolves, the narrow lines keep the square of the product of these means:

$$F=\exp\left[-\int_0^\infty\frac{J(\omega)}{\omega^2}\coth\frac{\hbar\omega}{2k_BT}\,d\omega\right].$$

The rest forms a broad phonon sideband. In this approximation $F$ is common to the three lines and cancels in their ratios. The drive is reduced as well, and below $\Omega$ means the reduced value that sets the observed splitting.

## Example: an InGaAs quantum dot

We take rough typical values: emission at 930 nm, lifetime 700 ps, temperature 4 K, and $J=\alpha\omega^3e^{-(\omega/\omega_c)^2}$ with $\alpha=0.03\ {\rm ps}^2$ and $\omega_c=2.2\ {\rm ps}^{-1}$. The drive is chosen as $\hbar\Omega=20\ \mu$eV. A neutral exciton has two linearly polarized lines, split by a few to some tens of $\mu$eV, which is comparable to this drive. We assume the laser is polarized along one of them, so that a single transition is driven. If both are driven with similar strength, the spectrum has more than three peaks, of unequal height, and the ratios 2 and 3 do not apply. From here on, rates are multiplied by $\hbar$ and given in $\mu$eV.

The lifetime gives $\Gamma=0.940\ \mu$eV, so $\Omega/\Gamma=20/0.940=21.3$. The full widths are $0.940\ \mu$eV for the centre and $1.5\times0.940=1.41\ \mu$eV for the sidebands. The sideband maximum lies $0.884/40=0.022\ \mu$eV inside the Rabi energy, at $19.978\ \mu$eV. A displacement of $20\ \mu$eV corresponds to 13.95 pm in wavelength.

The areas are 0.2497 and 0.1246, with ratio 2.004. Dividing by $\pi$ times the half-widths gives $0.2497/(\pi\times0.470)=0.169$ and $0.1246/(\pi\times0.7052)=0.0562$ per $\mu$eV. With the antisymmetric parts and the tails of the other lines included, the heights are 0.16945 and 0.05645 per $\mu$eV, and their ratio is 3.002. The elastic line holds 0.11 % of the emission.

The neglected effects have these sizes:

- **Phonon flips:** $r=0.030\ \mu$eV, or 3.2 % of $\Gamma$. The height ratio, taken against the mean of the two sidebands, falls to 2.88. The unequal up and down rates make the sidebands differ slightly: the ratio is 2.887 for the upper and 2.877 for the lower.
- **Phonon sideband:** $F=0.909$, so about 9 % of the light leaves the triplet.
- **Spectrometer:** a full width of $0.5\ \mu$eV alone lowers the height ratio to $(2.821+1)/(0.940+0.5)=2.65$. Elastic light then adds 0.6 % to the central height.
- **Detuning:** a residual $1\ \mu$eV changes the area ratio from 2.004 to 1.994. It also raises the elastic share of the emission from 0.11 % to 0.61 %, and with the spectrometer above the elastic light then adds 3.5 % to the central height instead of 0.6 %.
- **Biexciton:** a two-exciton level bound by 2 meV, coupled as strongly as the exciton, shifts the exciton by $10^2/2000=0.05\ \mu$eV.
- **Counter-rotating terms:** their scale is $\Omega/\omega_L=1.5\times10^{-5}$.

With phonon flips and the spectrometer together, on exact resonance and with the elastic light removed, the expected height ratio is 2.59.

## Beside real devices

The lifetime and the phonon coupling vary from sample to sample. With a single transition driven, purely radiative damping and perfect resolution matter most for the height ratio among the idealizations whose sizes are listed above. For the inputs above their failure moves the height ratio from 3.0 to about 2.6. Charge noise is not included in that number. It acts with its full $\gamma^*$, and lowers the ratio accordingly, only if its correlation time is short compared with $1/\Omega$, here about 33 ps. For slower noise the formula with $\gamma^*$ does not hold. Very slow noise acts as a drifting detuning $\Delta$. It changes the weights and widths of the lines, and it smears the sidebands, which follow $\sqrt{\Omega^2+\Delta^2}$. The height ratio can then fall or rise: in the radiative model of this example, with elastic light removed, a Gaussian spread of $5\ \mu$eV rms raises it to 3.3. Slow drifts of the laser power also raise the ratio: the sidebands follow $\Omega$ and are smeared, while the central line stays in place. With purely radiative damping and perfect resolution, an rms spread of 1 % in $\Omega$ already raises the height ratio of this example from 3.0 to 3.2. Against fast dephasing, limited resolution and drifts of the laser power, the area ratio is therefore the sturdier quantity when $\Omega\gg\Gamma$, provided that elastic and stray laser light are removed from the centre. It is not protected against detuning, fixed or drifting. The areas should come from fitted lines: in the radiative example, sums over windows divided at $10\ \mu$eV and ending at $30\ \mu$eV from the laser give 2.04 instead of 2.004. The fitted shape must allow for any smearing of the sidebands: pure Lorentzians fitted to this spectrum give 1.97 for an rms spread of 1 % in $\Omega$ and 1.85 for 3 %, although the true areas are unchanged. The numerical output below gives further digits for the main results of the example.

## Calculated quantities

```
TESTS (Gamma = 1)
sensor vs closed spectrum, largest relative error: 3.2e-06
window intensity ratio at Omega/Gamma = 200: 2.0039
height-ratio coefficient of (Gamma/Omega)^2: 0.2492
inward peak shift times Omega/Gamma^2: 0.5002
weight ratio at detuning Omega/2: 1.3334
bath decay rate / golden-rule rate: 0.9869
Omega/Gamma, weight ratio, height ratio
     3  2.2353  3.0149
     5  2.0816  3.0207
    10  2.0201  3.0069
    20  2.0050  3.0018
    50  2.0008  3.0003
EXAMPLE INPUTS
lifetime: 700 ps; wavelength: 930 nm
temperature: 4 K; Rabi energy: 20.0 micro-eV
phonon alpha: 0.030 ps^2; cutoff: 2.2 1/ps
spectrometer full width: 0.50 micro-eV
residual detuning: 1.0 micro-eV
biexciton binding: 2000 micro-eV
EXAMPLE RESULTS, RADIATIVE MODEL
photon energy: 1.3332 eV
hbar Gamma: 0.9403 micro-eV; Omega/Gamma: 21.27
excited population: 0.49945; mean y: 0.04696
elastic fraction of emission: 1.104e-03
central full width: 0.9403 micro-eV
sideband full width: 1.4105 micro-eV
sideband maximum: 19.9778 micro-eV from laser
Rabi energy as wavelength offset: 13.95 pm
central weight: 0.24972
one sideband weight: 0.12459
weight ratio: 2.0044
central height: 0.16945 per micro-eV
sideband height: 0.05645 per micro-eV
height ratio: 3.0016
EXAMPLE, NEGLECTED EFFECTS
thermal energy kT: 344.7 micro-eV; phonon number: 16.74
phonon flip rate times hbar: 0.0300 micro-eV
phonon flip rate / Gamma: 0.0319
height ratio with phonon flips: 2.882
zero-phonon fraction of emission: 0.909
height ratio with spectrometer only: 2.652
height ratio with phonons and spectrometer: 2.586
elastic / central height in spectrometer: 0.0063
weight ratio with residual detuning: 1.9944
exciton shift by biexciton level: 0.0500 micro-eV
counter-rotating scale Omega/omega_L: 1.50e-05
```
